# Choosing box and mesh for a Fourier-filtered random rough interface

A transport calculation that generates the rough interface of a thin channel on a mesh needs four numbers to do so: an rms height $\Delta$, a correlation length $\Lambda$, a lateral box side $L$ and a mesh spacing $a$. The first two describe the interface. The last two are numerical, yet they change the variance and the correlation length that the generated surface shows. When the surface comes out with an rms height different from $\Delta$, one must decide whether to rescale it, refine the mesh, enlarge the box or average over more surfaces. The mobility depends on that decision, because rescaling changes the scattering strength at every wave vector.

## What the setting prescribes

Let $h(\mathbf r)$ be the displacement of the interface from its ideal plane, with $\mathbf r$ in the plane. The model is a Gaussian random field with zero mean and an isotropic exponential covariance,

$$C(r)=E[h(\mathbf r_0)h(\mathbf r_0+\mathbf r)]=\Delta^2e^{-r/\Lambda},$$

where $E$ is the average over all surfaces. The power spectrum is defined here as

$$S(q)=\int d^2r\,C(r)e^{-i\mathbf q\cdot\mathbf r},\qquad C(r)=\int\frac{d^2q}{(2\pi)^2}S(q)e^{i\mathbf q\cdot\mathbf r}.$$

To find $S$, set $p=1/\Lambda$ and first integrate $e^{-pr}e^{-iqr\cos\theta}$ over $r$, without the area factor $r$. This gives $1/(p+iq\cos\theta)$. In the integral over $\theta$ the imaginary part cancels between $\theta$ and $\pi-\theta$, and the substitution $t=\tan\theta$ handles the rest:

$$\int_0^{2\pi}\frac{p\,d\theta}{p^2+q^2\cos^2\theta}=2\int_{-\infty}^{\infty}\frac{p\,dt}{p^2+q^2+p^2t^2}=\frac{2\pi}{\sqrt{p^2+q^2}}.$$

The missing factor $r$ is supplied by $-\partial/\partial p$, which gives $2\pi p/(p^2+q^2)^{3/2}$. Hence

$$S(q)=\frac{2\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2)^{3/2}},\qquad S(0)=2\pi\Delta^2\Lambda^2 .$$

At lowest order, transport feels the interface through this spectrum. If the perturbation is linear in $h$, the matrix element between in-plane states $\mathbf k$ and $\mathbf k'$ contains the Fourier component of $h$ at $\mathbf q=\mathbf k-\mathbf k'$. At lowest order the averaged rate is then proportional to $S(q)$. The variance is an integral over all $q$, including waves that no carrier at the energies of interest can use.

## The generator

Take a periodic mesh of $N\times N$ nodes, with $L=Na$ and wave vectors $\mathbf q_k$ whose components are multiples of $2\pi/L$ between $-\pi/a$ and $\pi/a$.

1. Draw an independent normal number $w_n$ of zero mean and unit variance at each node.
2. Compute $W_k=\sum_n w_ne^{-i\mathbf q_k\cdot\mathbf r_n}$ by a fast Fourier transform.
3. Multiply $W_k$ by $\sqrt{S(q_k)}/a$.
4. Transform back:

$$h(\mathbf r_n)=\frac1{N^2}\sum_k\frac{\sqrt{S(q_k)}}{a}W_ke^{i\mathbf q_k\cdot\mathbf r_n}.$$

Because $w_n$ is real, $W_{-k}=W_k^*$. The filter is real and equal at $\pm\mathbf q$, so it preserves this relation and $h$ is real. No symmetry has to be imposed by hand, even at the mesh edge $\pi/a$.

Independence of the $w_n$ gives

$$E[W_kW_{k'}^*]=\sum_ne^{-i(\mathbf q_k-\mathbf q_{k'})\cdot\mathbf r_n}=N^2\delta_{kk'} .$$

The covariance of the generated heights therefore has the prefactor $N^{-4}\cdot N^2\cdot a^{-2}=1/(Na)^2=1/L^2$:

$$C_N(\mathbf r)=\frac1{L^2}\sum_kS(q_k)e^{i\mathbf q_k\cdot\mathbf r}.$$

Now analyse a surface with $H_k=a^2\sum_nh(\mathbf r_n)e^{-i\mathbf q_k\cdot\mathbf r_n}$. Inserting $h$ gives $H_k=a\sqrt{S(q_k)}\,W_k$, so the periodogram is

$$P_k=\frac{|H_k|^2}{L^2}=S(q_k)\frac{|W_k|^2}{N^2},\qquad E[P_k]=S(q_k).$$

The prescribed spectrum is thus met on average at every mesh wave vector, whatever $L$ and $a$ are.

A single surface does not show a smooth spectrum. For an ordinary mode, $E[W_k^2]=\sum_ne^{-2i\mathbf q_k\cdot\mathbf r_n}=0$, so the real and imaginary parts of $W_k/N$ are independent normals of variance $1/2$. The square of a normal of variance $v$ has variance $2v^2$, so $P_k/S$ has variance $2\cdot2\cdot\frac14=1$. For even $N$ there are four modes with $\mathbf q_k$ equivalent to $-\mathbf q_k$. There $W_k/N$ is one real normal of unit variance, and $P_k/S$ has variance 2. The scatter of a periodogram value is as large as its mean or larger, and a bigger box does not reduce it; it supplies more modes to average.

## What the mesh removes

Repeat $C$ periodically with period $L$. The Fourier coefficients of the repeated function are $S(q_k)/L^2$, with $k$ running over all integers. The mesh keeps those inside the square $|q_x|,|q_y|\le\pi/a$ (for even $N$ only one of each two opposite edges, the other counting as outside), so at the nodes

$$C_N(\mathbf r)=\sum_{\mathbf m}C(|\mathbf r+\mathbf mL|)-\frac1{L^2}\sum_{k\ \rm outside}S(q_k)e^{i\mathbf q_k\cdot\mathbf r}.$$

At $\mathbf r=0$ the periodic images add the fraction $w=\sum_{\mathbf m\ne0}e^{-|\mathbf m|L/\Lambda}$ of $\Delta^2$. The second term is a loss. For $L\gg\Lambda$ its sum may be replaced by an integral. With $u=q_x\Lambda$, $v=q_y\Lambda$ and $X=\pi\Lambda/a$, the fraction kept is

$$1-\varepsilon=\frac1{2\pi}\int_{-X}^{X}\!du\int_{-X}^{X}\!\frac{dv}{(1+u^2+v^2)^{3/2}}
=\frac1{2\pi}\int_{-X}^{X}\frac{2X\,du}{(1+u^2)\sqrt{1+u^2+X^2}} .$$

The inner step uses $\int dv\,(A^2+v^2)^{-3/2}=v/(A^2\sqrt{A^2+v^2})$ with $A^2=1+u^2$. For the outer one, put $g=Xu/\sqrt{1+X^2+u^2}$. Then

$$g'=\frac{X(1+X^2)}{(1+X^2+u^2)^{3/2}},\qquad 1+g^2=\frac{(1+X^2)(1+u^2)}{1+X^2+u^2},$$

and $g'/(1+g^2)$ is half the integrand. The integral is $2[\arctan g]_{-X}^{X}$, so

$$1-\varepsilon=\frac2\pi\arctan\frac{X^2}{\sqrt{1+2X^2}} .$$

For a fine mesh the argument tends to $X/\sqrt2$, and $\arctan y\approx\pi/2-1/y$ gives

$$\varepsilon\approx\frac{2\sqrt2}{\pi X}=\frac{2\sqrt2}{\pi^2}\,\frac a\Lambda .$$

The loss falls only linearly with $a$, because $S$ falls only as $q^{-3}$. That tail belongs to the cusp of $e^{-r/\Lambda}$ at $r=0$.

A Gaussian covariance $\Delta^2e^{-r^2/\Lambda^2}$ behaves differently. Its transform separates into two one-dimensional Gaussian integrals, $S=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}$, and the fraction kept is

$$\frac{\pi\Lambda^2}{4\pi^2}\left[\int_{-\pi/a}^{\pi/a}e^{-q^2\Lambda^2/4}dq\right]^2=\left[\operatorname{erf}\frac{\pi\Lambda}{2a}\right]^2 ,$$

since the bracket equals $(2\sqrt\pi/\Lambda)\operatorname{erf}(\pi\Lambda/2a)$. This approaches 1 faster than any power of $a$. A mesh that suits the Gaussian model can thus be visibly coarse for the exponential one at the same $\Lambda$.

## What subtracting the mean removes

A program may shift each surface so that its average height is zero, which fixes the mean channel thickness. The average is $\bar h=H_0/L^2$, and $E[|H_0|^2]=L^2S(0)$, so $E[\bar h^2]=S(0)/L^2$. The sample variance about this mean is $s^2=\overline{h^2}-\bar h^2$, where the bar is the average over nodes. Hence

$$E[s^2]=C_N(0)-\frac{S(0)}{L^2},\qquad \beta\equiv\frac{S(0)}{L^2\Delta^2}=\frac{2\pi\Lambda^2}{L^2}.$$

As far as the variance of $\bar h$ is concerned, the box behaves as if it held $L^2/(2\pi\Lambda^2)$ independent patches, each of variance $\Delta^2$. Without the subtraction, heights are measured from the known mean zero and this bias is absent. The subtraction deletes the mode $q=0$ and leaves every other mode untouched. It is a sound choice when thickness variation between samples is unwanted, provided the lower variance is not then taken for a fault. The formula is for the whole periodic box, not for a window cut from a larger surface.

For the Gaussian covariance $S(0)=\pi\Delta^2\Lambda^2$, and the bias is $\pi\Lambda^2/L^2$, half as large at equal $\Lambda$. That factor depends on the convention: for an exponential model written as $\Delta^2e^{-\sqrt2\,r/\Lambda}$, as is common in device work, $S(0)=\pi\Delta^2\Lambda^2$ as well, and its $\Lambda$ must be divided by $\sqrt2$ before the formulas here are used.

## How much one surface differs from another

The inverse transform is $h=L^{-2}\sum_kH_ke^{i\mathbf q_k\cdot\mathbf r}$. Averaging $h^2$ over the nodes and dropping $k=0$ gives

$$s^2=\frac1{L^4}\sum_{k\ne0}|H_k|^2=\frac1{L^2}\sum_{k\neq0}P_k .$$

The modes $k$ and $-k$ have the same $P_k$. Such a pair contributes $2P_k$, with variance $4S^2$, or $2S^2$ per mode. A self-conjugate mode also has variance $2S^2$. Different pairs are independent, so

$$\operatorname{Var}(s^2)=\frac2{L^4}\sum_{k\ne0}S(q_k)^2 .$$

Add and subtract the term $k=0$ and replace the full sum by $L^2\int d^2q/(2\pi)^2$:

$$\int\frac{d^2q}{(2\pi)^2}S^2=2\pi\Delta^4\Lambda^2\int_0^\infty\frac{u\,du}{(1+u^2)^3}=\frac{\pi}{2}\Delta^4\Lambda^2 .$$

The mesh cut is neglected here, since $S^2$ falls as $q^{-6}$. With $S(0)^2=4\pi^2\Delta^4\Lambda^4$ the scatter $\sigma$, the standard deviation of $s^2/\Delta^2$, obeys

$$\sigma^2\approx\frac{\pi\Lambda^2}{L^2}-\frac{8\pi^2\Lambda^4}{L^4}.$$

This form needs $L\gg\Lambda$: it is clearly too low at $L=6\Lambda$ and turns negative below $L=\sqrt{8\pi}\,\Lambda\approx5\Lambda$, where the explicit sum over modes must be used. At leading order $\sigma=\sqrt\pi\,\Lambda/L$, while $\beta$ falls as $1/L^2$. Their ratio is $\beta/\sigma=2\sqrt\pi\,\Lambda/L$, so in large boxes the scatter of a single surface exceeds the bias $\beta$. The mesh loss $\varepsilon$ does not fall with $L$ and exceeds both once $L>\sqrt\pi\,\Lambda/\varepsilon$. Averaging over $M$ surfaces divides the scatter by $\sqrt M$ and leaves the bias unchanged.

## The correlation length that is measured

Define $\ell$ as the distance at which the covariance, averaged over many mean-subtracted surfaces, has fallen to $1/e$ of its value at $r=0$. Two changes compete.

The waves lost to the mesh have wavelengths below $2a$. They add in phase at $r=0$ and largely cancel at distances of many $a$, so the loss $\varepsilon$ applies at the origin and hardly at $r=\Lambda$. Mean subtraction removes the constant $\beta\Delta^2$ at all $r$. With the images neglected, the condition for $\ell$ is

$$\frac{e^{-\ell/\Lambda}-\beta}{1-\varepsilon-\beta}=\frac1e .$$

Solving for the exponential gives $e^{-\ell/\Lambda}=[1-\varepsilon+(e-1)\beta]/e$, and the logarithm gives

$$\frac\ell\Lambda=1-\ln\left[1-\varepsilon+(e-1)\beta\right]\approx1+\varepsilon-(e-1)\beta .$$

A coarse mesh lengthens $\ell$ and a small box shortens it. In a box only a few correlation lengths wide the neglected images matter, and the formula then gives too short a length. The mesh and box terms cancel when $\varepsilon=(e-1)\beta$, so a correct $\ell$ alone does not show that mesh and box are adequate.

## Two boxes in numbers

Take the round values $\Delta=0.30$ nm, $\Lambda=1.50$ nm and $a=0.25$ nm, with boxes of $L=12$ nm ($48\times48$ nodes) and $L=32$ nm ($128\times128$ nodes). The target variance is $0.0900$ nm² and $S(0)=1.272$ nm⁴. Sampled values come from surfaces made by the four steps above with pseudo-random normals: 12000 for the small box and 2000 for the large one. An uncertainty after ± is the standard deviation over surfaces divided by the square root of their number. Variances and their errors are relative to $\Delta^2$.

**Mesh.** The arctangent formula gives $\varepsilon=4.77\,\%$, and the linear form gives $4.78\,\%$. Six mesh steps per correlation length therefore lose almost 5 % of the variance. Summing the modes of the large box at $r=\Lambda$ along a mesh axis gives $C_N/\Delta^2=0.3677$, against $e^{-1}=0.3679$: the loss has all but vanished there.

**Small box.** The images add $0.14\,\%$, so the variance about the known mean should be $1-0.0477+0.0014=0.9537$. The sampled value is $0.9558\pm0.0021$. The bias is $\beta=1.2723/(144\times0.0900)=0.0982$, which lowers the prediction about the surface's own mean to $0.8555$; the sample gives $0.8572\pm0.0016$.

The scatter is $\sigma=\sqrt{0.0491-0.0193}=0.173$. The explicit sum over modes gives $0.176$ and the sample $0.177$; replacing the sum by an integral costs 2 % of $\sigma$ at this box size. For the correlation length the bracket is $0.9523+1.718\times0.0982=1.121$, so $\ell=1.50\,(1-0.114)=1.33$ nm. The sampled covariance, interpolated logarithmically between nodes, gives $1.34$ nm.

**Large box.** The images are negligible and $\beta=1.272/(1024\times0.0900)=0.0138$. The predicted variances are $0.9523$ and $0.9385$, and the sampled ones $0.9530\pm0.0019$ and $0.9396\pm0.0018$. The scatter is $0.081$ from the formula and $0.082$ from the sample. Now the mesh term wins in the correlation length: the bracket is $0.976$ and $\ell=1.54$ nm, as in the sample.

**One surface.** The first surface in the small box has an rms height of $0.299$ nm about its own mean, almost the target. The expected variance corresponds to $0.30\sqrt{0.8555}=0.277$ nm. The agreement with the target is luck: $(0.299/0.30)^2=0.993$ lies about $0.8\,\sigma$ above the expected $0.856$. The first surface in the large box has $0.304$ nm, about $1.1\,\sigma$ above its expected variance.

**Periodogram.** In the small box the relative variance of $P_k$ is $1.00$ and $1.02$ for two ordinary modes, and $2.05$ and $2.15$ for $q=0$ and a mode at the mesh edge. The squared unit normal has fourth central moment 60 and variance 2, so the standard error of the last two is $\sqrt{(60-4)/12000}=0.07$. The value $2.15$ is about two standard errors above 2.

## Choosing the setting

**Do not rescale the surface to the target rms height.** Multiplying $h$ by $\Delta/s$ multiplies its whole periodogram by $\Delta^2/s^2$. For a small-box surface with the expected $s^2$ this factor is $1/0.8555=1.17$. At lowest order it raises every roughness scattering rate of that surface by 17 %, although the spectrum was right on average before. Over many surfaces the increase is not uniform: $s^2$ contains the $P_k$, so a surface with strong long waves receives a smaller factor. In the small box the averaged spectrum rises by about 10 % for the longest wave and about 22 % for short waves, so its shape changes too. Compensating the mesh loss alone would still raise the rates by $1/0.952$, about 5 %.

**Choose the mesh from the waves that matter.** For elastic scattering within one isotropic subband the wave-vector transfer is at most $2k$. If $2k<\pi/a$, the lost waves do not enter the lowest-order rate. If the variance itself matters, as when $h$ enters beyond lowest order, a loss below a small fraction $p$ is secured by $a<\pi^2p\Lambda/(2\sqrt2)$.

**Choose the box from the bias and the number of surfaces from the scatter.** Setting $\beta=p$ gives $L=\Lambda\sqrt{2\pi/p}$. For $p=1\,\%$ and $\Lambda=1.50$ nm this is $37.6$ nm, or 25 correlation lengths. Reaching a leading scatter of 1 % with one surface takes $L=\sqrt\pi\,\Lambda/p=266$ nm, or 177 correlation lengths. Since the scatter of an average over $M$ surfaces is $\sqrt\pi\,\Lambda/\sqrt{ML^2}$, the total area counts, and $(266/37.6)^2\approx50$ surfaces of the smaller size do the same. These figures concern the variance; a mobility has its own scatter and needs its own convergence study. The box also fixes the smallest nonzero transfer, $2\pi/L$, which must resolve the small-angle scattering of interest.

**Judge the generator by averages.** Compare the periodogram, averaged over surfaces, with $S(q)$ (leaving out $q=0$ if the mean is subtracted), and the variance with $1-\varepsilon+w$, less $\beta$ if the mean is subtracted.

All of this refers to the continuous Gaussian heights $h$. If a program then rounds them to whole atomic layers, the operation is nonlinear, and the spectrum of the rounded interface has to be measured afresh.
